# Why longer conjugated carbon residues have lower excitation levels

## The decision: how long a residue to model

To model a carbon residue in a low-k dielectric, one must choose its length: one carbon pair, or a longer chain. The choice can change the kind of defect found, not just its energy. In the model below, a two-atom residue has its empty level above the host conduction edge, where it is no bound electron trap. A four-atom residue has it inside the host gap. This model has no electron repulsion; repulsion keeps the trend but moves the length at which the level enters the gap, as the last section shows.

For unbranched chains, what matters is the number of *conjugated* atoms, those whose $p_z$ orbitals are coupled in an unbroken line. For an even chain of $N$ equal atoms with equal bonds of transfer strength $|\beta|$, the Hückel frontier gap is

$$\Delta_N=4|\beta|\sin\frac{\pi}{2(N+1)} .$$

The gap falls as $N$ grows. The cause is the coupling between successive atom pairs.

## Why coupling pairs lowers the gap

Take $N=2M$ orthogonal $p_z$ orbitals with equal site energy $\alpha$ and $N$ electrons, without explicit electron repulsion. Neighbours $i$ and $i+1$ are coupled by $-t_i$, with $t_i>0$; for equal bonds $t_i=|\beta|$. Odd-numbered bonds lie inside pairs, and even-numbered bonds join pairs.

Let $a_n$ and $b_n$ be the amplitudes on the first and second atom of pair $n$. Measure $E$ from $\alpha$, and reverse the sign of every $b_n$, which removes the minus signs of the couplings. Then

$$E\,b_n=t_{2n-1}a_n+t_{2n}a_{n+1},\qquad E\,a_n=t_{2n-1}b_n+t_{2n-2}b_{n-1},$$

with $b_0=a_{M+1}=0$. In matrix form, $E\,b=Ta$ and $E\,a=T^{\mathsf T}b$, where $T$ has the odd bonds on its diagonal and the even bonds just above it.

If $(a,b)$ has energy $E$, then $(a,-b)$ has energy $-E$. The levels are therefore plus and minus the singular values of $T$. None is zero, because $\det T$ is the product of the odd bonds. The $N$ electrons fill the $M$ negative levels, so

$$\Delta=2\sigma_{\min}(T)=\frac{2}{\lVert T^{-1}\rVert},$$

where the norm is the largest singular value.

Now change one bond. Let $u$ and $v$ be the unit vectors with $Tv=\sigma u$ and $T^{\mathsf T}u=\sigma v$ for $\sigma=\sigma_{\min}$. Since $\sigma=u^{\mathsf T}Tv$, and changes of $u$ and $v$ that keep their lengths drop out at first order, $\delta\sigma=u^{\mathsf T}\,\delta T\,v$. Hence

$$\frac{\partial\Delta}{\partial t_{2n-1}}=2u_nv_n,\qquad \frac{\partial\Delta}{\partial t_{2n}}=2u_nv_{n+1}.$$

This is valid because a connected chain has no degenerate levels: the amplitude on the first atom fixes all the others in turn.

The signs follow from $T^{-1}$. Solving $Tx=y$ from the last row upward gives, for $m\ge n$,

$$(T^{-1})_{nm}=(-1)^{m-n}\,\frac{\prod_{k=n}^{m-1}t_{2k}}{\prod_{k=n}^{m}t_{2k-1}},$$

and zero for $m<n$. Reversing the sign of every second row and column turns this into a matrix $S$ with no negative entry and the same norm. Its norm is reached by a vector $\hat u$ without negative components, since replacing components by their magnitudes cannot shorten $S\hat u$. Every entry of $S^{\mathsf T}S$ is positive, so $\hat u=\sigma^2S^{\mathsf T}S\hat u$ has all components positive, and so has $\hat v=\sigma S\hat u$. Undoing the sign changes gives $u_nv_n>0$ and $u_nv_{n+1}<0$. Therefore

$$\frac{\partial\Delta}{\partial t_{\rm odd}}>0,\qquad \frac{\partial\Delta}{\partial t_{\rm even}}<0 .$$

Strengthening a bond inside a pair widens the gap; strengthening a bond between pairs narrows it.

The effect of length follows. Place a new pair beside the chain, uncoupled. The combined gap is the smaller of the two separate gaps, so it is no larger than that of the old chain. Switching on the even bond then lowers it strictly. This holds for any positive bond strengths, provided the site energies stay equal. It was tested on 200 random chains, by adding a pair and by strengthening each bond in turn by 5%.

## How large: equal and alternating bonds

Let the bonds be $t_1$ inside pairs and $t_2$ between them, with $t_1\ge t_2$. The condition $b_0=0$ suggests $b_n=\sin n\theta$, so that

$$E\,a_n=t_1\sin n\theta+t_2\sin(n-1)\theta .$$

Insert this into $E\,b_n=t_1a_n+t_2a_{n+1}$ after multiplying by $E$:

$$E^2\sin n\theta=(t_1^2+t_2^2)\sin n\theta+t_1t_2[\sin(n-1)\theta+\sin(n+1)\theta].$$

The bracket equals $2\cos\theta\sin n\theta$, and therefore

$$E^2=t_1^2+t_2^2+2t_1t_2\cos\theta .$$

The other end condition, $a_{M+1}=0$, selects the angles:

$$F(\theta)=t_1\sin(M+1)\theta+t_2\sin M\theta=0 .$$

At $\theta_j=(j-\tfrac12)\pi/(M+1)$, with $j=1,\dots,M+1$, one finds $F(\theta_j)=(-1)^{j-1}(t_1+t_2\cos\theta_j)$. The parenthesis is positive, so $F$ changes sign $M$ times. This gives $M$ roots with different $E^2$, which is the full set.

**Equal bonds.** For $t_1=t_2=|\beta|$,

$$F=2|\beta|\sin\!\left[(M+\tfrac12)\theta\right]\cos\frac{\theta}{2}=0,\qquad \theta=\frac{2j\pi}{N+1}.$$

Also $E^2=2\beta^2(1+\cos\theta)=4\beta^2\cos^2(\theta/2)$. The smallest $|E|$ belongs to $j=M$, where $\theta/2=\pi/2-\pi/[2(N+1)]$. Thus $|E|=2|\beta|\sin\{\pi/[2(N+1)]\}$, and twice this is $\Delta_N$. For large $N$ the sine may be replaced by its argument, and $\Delta_N\simeq2\pi|\beta|/(N+1)$.

**Alternating bonds.** Write the largest root as $\theta=\pi-\delta$. Then

$$\Delta=2\sqrt{(t_1-t_2)^2+4t_1t_2\sin^2(\delta/2)} .$$

The sign count places $\delta$ between $\pi/[2(M+1)]$ and $3\pi/[2(M+1)]$, so it vanishes for long chains. The gap then tends to $2(t_1-t_2)$ from above. For bonds of 2.8 and 2.2 eV it is 5.60 eV at $N=2$, 2.05 eV at $N=12$ and 1.36 eV at $N=40$, with a limit of 1.20 eV. Extrapolating the equal-bond law to zero would be wrong here.

**Weak end bonds.** If $t_1<t_2$, try $a_n=(-t_1/t_2)^{n-1}$. Every component of $Ta$ vanishes except the last, whose magnitude is $t_1(t_1/t_2)^{M-1}$. Since $a$ has length at least one,

$$\Delta\le2t_1\left(\frac{t_1}{t_2}\right)^{M-1}.$$

Once the chain is long enough for $(t_1/t_2)^M$ to be small, the frontier orbitals are concentrated at its ends. Exchanging the two bond strengths in the 40-atom chain reduces its gap from 1.36 to 0.017 eV. A residue with weak end bonds can thus have a gap as small as that of a much longer chain with equal bonds.

**Odd chains.** With one more atom on one sublattice than on the other, there are more amplitudes $a_n$ than equations $Ta=0$, so a level lies at $\alpha$. In the neutral chain it holds one electron. The even-chain formula does not apply.

## When the levels become traps

Take $\beta=-2.5$ eV, a host gap of 8 eV, and $\alpha$ at 6 eV above the host valence edge. These are round model parameters. Coupling to the host is neglected.

For $N=4$,

$$\Delta_4=10\sin18^\circ=3.09\ \text{eV},\qquad E_{\rm empty}=6+\frac{3.09}{2}=7.55\ \text{eV}.$$

The empty level lies 0.45 eV below the conduction edge. This margin is for equal bonds; with bonds alternating between 2.8 and 2.2 eV it shrinks to 0.09 eV.

- $N=2$: gap 5.00 eV (0.184 hartree); empty level at 8.50 eV, outside the host gap.
- $N=6$: gap 2.23 eV; empty level 0.89 eV below the conduction edge.
- $N=12$: gap 1.21 eV (0.044 hartree); empty level 1.40 eV below the conduction edge.

The filled level rises from 3.50 eV at $N=2$ to 5.40 eV at $N=12$, so the possible hole trap deepens too. Length moves both levels toward $\alpha$, while the alignment of $\alpha$ with the host edges decides when each enters the host gap.

The 12-atom chain also separates conjugation from carbon count. Halving its middle bond raises the gap from 1.21 to 1.6 eV. Cutting that bond gives 2.23 eV, the six-atom value. Cutting every bond between pairs gives 5.00 eV, the two-atom value, although twelve carbons remain.

## From orbital gap to excitation energy

With electron repulsion, the orbital gap is no longer the excitation energy. Two atoms show why. Let $U$ be the repulsion of two electrons on one atom and $V$ that between neighbours. Relative to neutral atoms, moving one electron across costs $D=U-V$.

The singlet with one electron on each atom couples to the even combination of the two ionic configurations. Four hops contribute, each with weight $\beta/2$, so the coupling is $2\beta$. The ground state is the lower eigenvalue of

$$\begin{pmatrix}0&2\beta\\2\beta&D\end{pmatrix},\qquad E_0=\frac{D-R}{2},\qquad R=\sqrt{D^2+16\beta^2}.$$

For the triplet and for the odd ionic singlet the hops cancel, leaving energies 0 and $D$. The excitation energies are therefore

$$E_T=\frac{R-D}{2},\qquad E_S=\frac{R+D}{2},\qquad E_TE_S=\frac{R^2-D^2}{4}=4\beta^2=\Delta_2^2 .$$

Repulsion puts the triplet below the orbital gap and the singlet above it. This singlet is bright, because the dipole operator turns the even ionic combination into the odd one.

For longer chains, the Pariser–Parr–Pople model adds repulsion between all sites. The Ohno form in atomic units is $V(r)=U/\sqrt{1+(Ur)^2}$. Take $U=11$ eV and a planar zigzag with equal bonds of 1.4 angstrom. Then $V=7.51$ eV for neighbours, $D=3.49$ eV and $R=10.59$ eV, which gives $E_T=3.55$ eV and $E_S=7.04$ eV.

Full diagonalization within this model gives:

- $N=2$: triplet 3.55 eV, bright singlet 7.04 eV.
- $N=4$: triplet 2.30 eV, bright singlet 5.52 eV.
- $N=6$: triplet 1.68 eV, bright singlet 4.67 eV.

The trend survives for these three lengths; this does not prove it for all $N$. The size of the fall depends on the excitation. From $N=2$ to $N=6$ the orbital gap drops by 55%, the triplet energy by 53% and the bright singlet energy by 34%, each relative to its own value at $N=2$. At $N=4$ and $N=6$ another singlet lies lower, at 4.93 and 3.71 eV, with a transition moment that vanishes by symmetry, both along the zigzag axis (the "long axis" of the output) and across it. An absorption onset can therefore miss the lowest singlet excitation. The spacing depends on the bonds: with 2.8 and 2.2 eV (lengths 1.35 and 1.45 angstrom) the dark singlet lies only 0.01 eV below the bright one at $N=4$ and 0.16 eV below it at $N=6$.

## What to do in a calculation

Choose the residue by its conjugated segments, not by its carbon count. Among even unbranched chains with equal bonds, the longest has the smallest gap; an odd chain needs its own check, because even a short one has a Hückel level at $\alpha$. Rings and branched segments do not follow the length rule: with the same $\beta$, a six-atom ring has a Hückel gap of 5.00 eV, and three atoms bonded to a central one have a gap of zero. Relax the structure and look for three features: a weakened bond between pairs, which raises the gap; bond alternation with strong end bonds, which keeps it above a finite limit; and weak end bonds, which move the frontier levels toward $\alpha$, or an odd chain, which has a level at $\alpha$. If a short residue has a level just outside the host gap, repeat the calculation with one more conjugated pair before ruling out a trap.

Use the Hückel formula to estimate the trend, not the length at which a real residue becomes a trap: electron repulsion also shifts the levels for adding and removing an electron, and by several eV. In the unscreened model above ($U=11$ eV, addition and removal levels symmetric about $\alpha=6$ eV), the level for adding an electron lies at 12.55, 11.00, 10.19 and 9.68 eV for $N=2,4,6,8$: it falls with length but stays above the 8 eV edge. For $N=3$ the level at $\alpha$ splits into 10.24 eV for adding and 1.76 eV for removing an electron. For trapping, compute charge-transition levels against the host band edges, with host polarization and lattice relaxation, both absent here. For absorption, compute excitation energies with electron interaction, and report dark and bright states separately. The numerical output below gives the remaining chain lengths and intermediate values.

## Numbers as computed

```
transfer beta = -2.50 eV; site energy alpha = 6.00 eV
host gap = 8.00 eV; valence edge = 0 eV
equal bonds; depths are negative for levels outside the host gap
N=2: gap 5.000 eV, filled 3.500 eV, empty 8.500 eV, electron depth -0.500 eV
N=4: gap 3.090 eV, filled 4.455 eV, empty 7.545 eV, electron depth 0.455 eV
N=6: gap 2.225 eV, filled 4.887 eV, empty 7.113 eV, electron depth 0.887 eV
N=8: gap 1.736 eV, filled 5.132 eV, empty 6.868 eV, electron depth 1.132 eV
N=10: gap 1.423 eV, filled 5.288 eV, empty 6.712 eV, electron depth 1.288 eV
N=12: gap 1.205 eV, filled 5.397 eV, empty 6.603 eV, electron depth 1.397 eV
gap in hartree: N=2 0.1837, N=12 0.0443
N=400: gap / (2 pi |beta|/(N+1)) = 0.9999974
N=7: distance of nearest level from alpha = 8.6e-16 eV
random chains tested: 200
N=12, middle bond times 1.0: gap 1.205 eV
N=12, middle bond times 0.5: gap 1.625 eV
N=12, middle bond times 0.0: gap 2.225 eV
N=12 as six isolated pairs: gap 5.000 eV
alternating bonds: 2.80 and 2.20 eV, strong ends
N=2: alternating-chain gap 5.6000 eV
N=4: alternating-chain gap 3.8166 eV
N=6: alternating-chain gap 3.0010 eV
N=12: alternating-chain gap 2.0496 eV
N=40: alternating-chain gap 1.3603 eV
N=400: alternating-chain gap 1.2024 eV
limit of alternating-chain gap = 1.2000 eV
N=40 with weak end bonds: gap 0.0172 eV
interacting chain: U = 11.00 eV, bond length = 1.40 angstrom
Coulomb constant = 14.3996 eV angstrom
neighbour repulsion V = 7.5128 eV; D = U - V = 3.4872 eV
N=2: triplet 3.552 eV, lowest excited singlet 7.039 eV
N=2: bright singlet 7.039 eV, long-axis moment / e = 0.702 angstrom
N=4: triplet 2.298 eV, lowest excited singlet 4.932 eV
N=4: bright singlet 5.524 eV, long-axis moment / e = 1.180 angstrom
N=6: triplet 1.680 eV, lowest excited singlet 3.714 eV
N=6: bright singlet 4.668 eV, long-axis moment / e = 1.574 angstrom
N=2: singlet times triplet energy = 25.0000 eV^2
```
